\section*{Slater's APW matrix element, its surface term and its energy poles}

\section{The physical situation}

In a close-packed crystal an electron moves in two different environments. Near a nucleus the potential is strong and almost spherical, and the wavefunction resembles an atomic orbital. Between the atoms the potential varies little, and plane waves are a suitable description. An augmented plane wave (APW) uses the natural solution in each region and joins the two on a sphere. The join can be made continuous, but the slope then jumps. The question is how this kink enters the Hamiltonian matrix, and what price is paid for using atomic solutions that depend on the unknown energy.

Atomic units are used in the algebra. There is one atom per cell of volume $\Omega$. The potential is real and of muffin-tin form: $V(r)$ inside a sphere of radius $S$ that fits in the cell, and zero outside. Let $\mathbf k_i=\mathbf k+\mathbf G_i$, with lengths $k_i$ and mutual angles $\theta_{ij}$. Let $u_l(r;E)$ be the real solution, regular at the origin, of the radial equation at trial energy $E$, with an energy-independent normalization at $r\to0$. A prime denotes $d/dr$. The plane-wave expansion
\begin{equation}
e^{i\mathbf k_i\cdot\mathbf r}=\sum_l(2l+1)i^l j_l(k_ir)P_l(\hat{\mathbf k}_i\cdot\hat{\mathbf r})
\label{eq:pw}
\end{equation}
fixes the inner part by continuity at $r=S$:
\begin{equation}
\phi_i=\begin{cases}e^{i\mathbf k_i\cdot\mathbf r}, & r>S,\\[2pt]
\displaystyle\sum_l(2l+1)i^lj_l(k_iS)P_l(\hat{\mathbf k}_i\cdot\hat{\mathbf r})\frac{u_l(r;E)}{u_l(S;E)}, & r<S.\end{cases}
\label{eq:apw}
\end{equation}
This requires $u_l(S;E)\neq0$. The sum over $l$ is complete; any cutoff leaves $\phi_i$ itself discontinuous by the omitted terms, which carry the factors $j_l(k_iS)$ and fall off rapidly once $l$ exceeds $k_iS$.

\section{The energy form for kinked functions}

For continuous Bloch functions $\phi,\psi$ of the same $\mathbf k$, define
\begin{equation}
F_E[\phi,\psi]=\int_\Omega\left[\tfrac12\nabla\phi^*\cdot\nabla\psi+(V-E)\phi^*\psi\right]d^3r .
\label{eq:form}
\end{equation}

\paragraph{Lemma 1.} If $\psi$ is smooth on each side of the sphere, then
\begin{equation}
F_E[\phi,\psi]=\int_{\rm in+out}\!\!\phi^*\left(-\tfrac12\nabla^2+V-E\right)\psi\,d^3r
+\tfrac12\oint_{r=S}\phi^*\left(\partial_r\psi_{\rm in}-\partial_r\psi_{\rm out}\right)dA .
\label{eq:kink}
\end{equation}

\emph{Proof.} In each region $\nabla\phi^*\cdot\nabla\psi=\nabla\cdot(\phi^*\nabla\psi)-\phi^*\nabla^2\psi$. The divergence theorem gives $+\frac12\oint\phi^*\partial_r\psi_{\rm in}\,dA$ from the inside. From the outside it gives the opposite sign, because the outward normal of the interstitial region points into the sphere. Opposite cell faces cancel by Bloch's condition. $\square$

The surface integral in \eqref{eq:kink} is the kinetic energy of the kink. Applying $-\frac12\nabla^2$ separately in the two regions would lose it. The form \eqref{eq:form} needs first derivatives alone and so contains it automatically.

\section{The matrix element}

\paragraph{Theorem 1.} With $D_l(E)=u_l'(S;E)/u_l(S;E)$ and $q=|\mathbf k_i-\mathbf k_j|$, the matrix $M_{ij}(E)=F_E[\phi_i,\phi_j]$ is
\begin{align}
M_{ij}={}&\left(\tfrac12\mathbf k_i\cdot\mathbf k_j-E\right)\left(\Omega\delta_{ij}-I_{ij}\right)\nonumber\\
&+2\pi S^2\sum_l(2l+1)P_l(\cos\theta_{ij})j_l(k_iS)j_l(k_jS)D_l(E),
\label{eq:M}\\
I_{ij}={}&4\pi S^2\,j_1(qS)/q,\qquad I_{ii}=4\pi S^3/3 .\nonumber
\end{align}

\emph{Proof.} Inside the sphere $(-\frac12\nabla^2+V-E)\phi_j=0$, so integration by parts leaves $\frac12\oint\phi_i^*\partial_r\phi_j\,dA$. On the sphere, \eqref{eq:apw} gives
\begin{align*}
\phi_i^*&=\sum_l(2l+1)(-i)^lj_l(k_iS)P_l(\hat{\mathbf k}_i\cdot\hat{\mathbf r}),\\
\partial_r\phi_j&=\sum_{l'}(2l'+1)i^{l'}j_{l'}(k_jS)D_{l'}P_{l'}(\hat{\mathbf k}_j\cdot\hat{\mathbf r}).
\end{align*}
The addition theorem for spherical harmonics implies
\begin{equation}
\int P_l(\hat{\mathbf k}_i\cdot\hat{\mathbf r})P_{l'}(\hat{\mathbf k}_j\cdot\hat{\mathbf r})\,d\hat{\mathbf r}
=\delta_{ll'}\frac{4\pi}{2l+1}P_l(\cos\theta_{ij}).
\label{eq:add}
\end{equation}
One factor $2l+1$ cancels, $(-i)^li^l=1$, and $dA=S^2d\hat{\mathbf r}$. The prefactor is $\frac12\cdot4\pi S^2=2\pi S^2$, which gives the surface sum.

Outside, $\nabla\phi_i^*\cdot\nabla\phi_j=(-i\mathbf k_i)\cdot(i\mathbf k_j)e^{i(\mathbf k_j-\mathbf k_i)\cdot\mathbf r}=\mathbf k_i\cdot\mathbf k_j\,e^{i(\mathbf k_j-\mathbf k_i)\cdot\mathbf r}$. The exponential integrates to $\Omega\delta_{ij}$ over the cell. Over the sphere it gives
\begin{equation*}
4\pi\int_0^Sr^2\frac{\sin qr}{qr}dr=\frac{4\pi}{q^3}\left(\sin qS-qS\cos qS\right)=\frac{4\pi S^2}{q}j_1(qS),
\end{equation*}
since $j_1(x)=\sin x/x^2-\cos x/x$. Subtraction gives the interstitial term. $\square$

\paragraph{Corollary (slope-difference form).} Equivalently,
\begin{align}
M_{ij}={}&\left(\tfrac12k_j^2-E\right)(\Omega\delta_{ij}-I_{ij})
+2\pi S^2\sum_l(2l+1)P_l(\cos\theta_{ij})j_l(k_iS)\nonumber\\
&\times\left[j_l(k_jS)D_l-k_jj_l'(k_jS)\right],
\label{eq:M2}
\end{align}
where $j_l'$ is the derivative with respect to the argument.

\emph{Proof.} Integrate $\nabla e^{-i\mathbf k_i\cdot\mathbf r}\cdot\nabla e^{i\mathbf k_j\cdot\mathbf r}$ over the sphere, once directly and once by parts. With \eqref{eq:pw} and \eqref{eq:add} in the surface term,
\begin{equation*}
(\mathbf k_i\cdot\mathbf k_j-k_j^2)I_{ij}=4\pi S^2\sum_l(2l+1)P_l(\cos\theta_{ij})j_l(k_iS)k_jj_l'(k_jS).
\end{equation*}
Replacing $\frac12\mathbf k_i\cdot\mathbf k_j$ by $\frac12k_j^2$ in \eqref{eq:M} leaves the remainder $\frac12(\mathbf k_i\cdot\mathbf k_j-k_j^2)(\Omega\delta_{ij}-I_{ij})$. Its $\delta_{ij}$ part is zero, and the rest is $-2\pi S^2$ times the sum above. $\square$

The bracket in \eqref{eq:M2} is the slope jump of $\phi_j$ in channel $l$. For $V=0$ and $E=\frac12k_j^2$ we have $u_l\propto j_l(k_jr)$. The bracket and the prefactor then vanish, provided no $j_l(k_jS)$ is zero. Column $j$ is zero and the free-electron energy is a root, as it must be.

\section{Why the determinant gives the bands}

\paragraph{Theorem 2.} Let $M(E)\mathbf c=0$ with $\mathbf c\neq0$ for a finite set of waves, and let $\psi=\sum_jc_j\phi_j$. Then $E$ is the Rayleigh quotient of $\psi$, and hence not below the lowest band at $\mathbf k$. In the complete-basis limit, away from zeros of $u_l(S;E)$, the solutions are the crystal eigenstates.

\emph{Proof.} A finite plane-wave sum that vanishes throughout the interstitial region has zero coefficients, so $\psi\neq0$. From $\mathbf c^\dagger M\mathbf c=F_E[\psi,\psi]=0$,
\begin{equation*}
E=\frac{\int_\Omega(\frac12|\nabla\psi|^2+V|\psi|^2)\,d^3r}{\int_\Omega|\psi|^2\,d^3r}.
\end{equation*}
In the limit, plane waves represent any interstitial function and any boundary value on the sphere, and the boundary value determines the inner solution. Suppose $F_E[\phi,\psi]=0$ for all such $\phi$. Functions $\phi$ that vanish on the sphere force $(-\frac12\nabla^2-E)\psi=0$ outside, by \eqref{eq:kink}. The remaining surface term, for arbitrary $\phi$ on the sphere, then forces equal slopes. Conversely, an eigenstate has no kink and makes \eqref{eq:kink} vanish. $\square$

\section{Nonlinearity in energy}

\paragraph{Theorem 3.} With $\mathcal N_l=\int_0^Su_l^2r^2dr$ and $O_{ij}=\int_\Omega\phi_i^*\phi_j\,d^3r$,
\begin{equation}
\frac{dD_l}{dE}=-\frac{2\mathcal N_l}{S^2u_l(S)^2},\qquad \frac{dM}{dE}=-O(E).
\label{eq:slope}
\end{equation}

\emph{Proof.} Let $P=ru_l$ and let a dot denote $\partial/\partial E$. The radial equation and its energy derivative are
\begin{align*}
-\tfrac12P''+\left[V+\tfrac{l(l+1)}{2r^2}-E\right]P&=0,\\
-\tfrac12\dot P''+\left[V+\tfrac{l(l+1)}{2r^2}-E\right]\dot P&=P .
\end{align*}
Multiply the second by $P$, the first by $\dot P$, and subtract: $-\frac12(P\dot P'-\dot PP')'=P^2$. The bracket vanishes at the origin, so
\begin{equation}
\left(P\dot P'-\dot PP'\right)_{r=S}=-2\mathcal N_l .
\label{eq:wronsk}
\end{equation}
Division by $P(S)^2$ gives $d(P'/P)/dE$. Since $P'/P=D_l+1/S$, the first result follows. Inserted in \eqref{eq:M}, it gives
\begin{equation*}
-\frac{dM_{ij}}{dE}=\Omega\delta_{ij}-I_{ij}+4\pi\sum_l(2l+1)P_l(\cos\theta_{ij})j_l(k_iS)j_l(k_jS)\frac{\mathcal N_l}{u_l(S)^2}.
\end{equation*}
The first two terms are the interstitial overlap. By \eqref{eq:apw} and \eqref{eq:add}, the sum is the overlap inside the sphere. $\square$

A linear eigenvalue problem would have $M=H-EO$ with fixed $H$ and $O$. Here the basis functions change with $E$ inside the sphere, so $O$ changes as well. One diagonalization at a fixed trial energy therefore does not in general give all bands exactly. The trial energy has to be adjusted to each band, for example by searching for the zeros of $\det M(E)$.

\section{Poles where the radial function vanishes}

\paragraph{Theorem 4.} Let $u_l(S;E_p)=0$ for one $l$ and for no other. Then
\begin{equation}
D_l=\frac{R}{E-E_p}+\hbox{regular terms},\qquad R=\frac{S^2u_l'(S;E_p)^2}{2\mathcal N_l}>0 .
\label{eq:R}
\end{equation}
For $n$ waves, $\det M$ has a pole of order at most $\rho\le\min(n,2l+1)$, where $\rho$ is the rank of the matrix $W$ below. The order equals $\rho$ unless a remaining determinant vanishes at $E_p$.

\emph{Proof.} At $E_p$, $P(S)=0$, so \eqref{eq:wronsk} reads $\dot PP'=2\mathcal N_l$, or $S^2\dot u_lu_l'=2\mathcal N_l$. Thus $u_l'\neq0$ and the zero of $u_l(S;E)$ in energy is simple. With $u_l(S;E)\simeq\dot u_l(E-E_p)$, the residue of $D_l$ is $u_l'/\dot u_l$, which is \eqref{eq:R}.

Writing $(2l+1)P_l(\cos\theta_{ij})=4\pi\sum_mY_{lm}(\hat{\mathbf k}_i)Y_{lm}^*(\hat{\mathbf k}_j)$ gives
\begin{equation*}
M=B(E)+\frac{WW^\dagger}{E-E_p},\qquad W_{im}=S\sqrt{8\pi^2R}\;j_l(k_iS)Y_{lm}(\hat{\mathbf k}_i),
\end{equation*}
with $B$ regular at $E_p$. The matrix $W$ has $2l+1$ columns, which bounds its rank. Choose an orthonormal basis in which $WW^\dagger$ has a positive $\rho\times\rho$ block $\Lambda$ and zeros elsewhere. Let $\epsilon=E-E_p$ and multiply the first $\rho$ rows of $M$ by $\epsilon$:
\begin{equation*}
\epsilon^\rho\det M=\det\begin{pmatrix}\Lambda+\epsilon B_{11}&\epsilon B_{12}\\B_{21}&B_{22}\end{pmatrix}
\longrightarrow\det\Lambda\,\det B_{22}(E_p).
\end{equation*}
If $\det B_{22}(E_p)\neq0$, the order is $\rho$; otherwise it is lower. For $\rho=n$ there is no block $B_{22}$ and its determinant is replaced by 1. $\square$

The energy $E_p$ is a level of the atomic sphere enclosed by a hard wall. It is not in general a band energy. Unless $j_l(k_iS)=0$, the plane wave prescribes a nonzero $l$ component on the sphere, whereas $u_l$ at $E_p$ can supply only zero, so the coefficient $j_l(k_iS)/u_l(S)$ diverges. Should a band fall at $E_p$, its $l$ component may be finite inside and zero on the sphere. The APW set at that energy cannot represent it, and $\det M=0$ is then no valid criterion there. When a nondegenerate band lies close to a pole of odd order, the determinant changes sign twice in a short interval, and a coarse search for sign changes can miss the root.

\paragraph{Corollary (counting roots).} Let $n_-(E)$ be the number of negative eigenvalues of $M(E)$, and count each root as many times as the dimension of the null space of $M$ there. Away from roots and poles, and if $\det B_{22}\neq0$ at each pole,
\begin{equation}
\hbox{number of roots below }E=n_-(E)+\sum_{E_p<E}\rho_p .
\label{eq:count}
\end{equation}

\emph{Proof.} Below the minimum of a bounded potential, $F_E$ is positive and $n_-=0$. Since $O$ is positive definite, \eqref{eq:slope} makes every eigenvalue of $M$ fall between poles, so each root adds one negative eigenvalue. At a pole, $\rho_p$ eigenvalues go to $-\infty$ and return from $+\infty$, because $R>0$. The others pass through continuously. $\square$

\section{A worked model crystal}

Take a simple cubic lattice with constant 3 \AA, $S=1.4$ \AA, $V=-30\,(1-r^2/S^2)^2$ eV inside the sphere, and $\mathbf k=(0.1,0.2,0.3)\,2\pi/a$. This is a one-electron model without self-consistency or spin-orbit coupling.

\paragraph{One element.} At $E=10$ eV the two shortest waves have $k_1=0.78365$ and $k_2=1.53906$ \AA$^{-1}$, with $\cos\theta_{12}=-0.58191$. The free-electron energy $\frac12k_1^2$ is 2.3397 eV, so $\hbar^2/2m=2.3397/0.78365^2=3.810$ eV\,\AA$^2$. Then
\begin{align*}
\tfrac12\mathbf k_1\cdot\mathbf k_2-E&=3.810(0.78365)(1.53906)(-0.58191)-10=-12.674\ \hbox{eV},\\
q&=\left(k_1^2+k_2^2-2\mathbf k_1\cdot\mathbf k_2\right)^{1/2}=2.0944\ \hbox{\AA}^{-1},\\
I_{12}/\Omega&=\frac{4\pi(1.4)^2(0.3578)}{(2.0944)(27)}=0.1558 .
\end{align*}
The interstitial part of $M_{12}/\Omega$ is $(-12.674)(-0.1558)=1.975$ eV. For $l=0$, $D_0=2.322$ \AA$^{-1}$, $j_0(k_1S)=0.8111$ and $j_0(k_2S)=0.3872$. The surface part is
\begin{equation*}
\frac{2\pi(1.4)^2}{27}(7.620)(0.8111)(0.3872)(2.322)=2.53\ \hbox{eV},
\end{equation*}
where $7.620$ eV\,\AA$^2$ is $\hbar^2/m$. The $l=1$ part is 0.923 eV. The $l=2$ part is only 0.001 eV, less than the 0.012 eV from all higher $l$, because $P_2(-0.58191)=0.008$ is close to a node. The whole surface part is 3.471 eV and $M_{12}/\Omega=1.975+3.471=5.446$ eV. Three-dimensional quadrature of \eqref{eq:form} agrees.

\paragraph{Poles.} The lowest $l=0$ and $l=1$ hard-wall levels lie at 1.817 and 25.930 eV, and a finite-difference calculation confirms them. The first has $R=15.58$ eV/\AA, so $R/(E-E_p)$ is $\mp155.8$ \AA$^{-1}$ at 0.1 eV below and above. The computed $D_0$ is $-154.9$ and $156.8$ \AA$^{-1}$; the regular terms account for the difference. With 44 waves the measured pole orders are 1.000 and 3.000. With two waves the $l=1$ order drops to 2.000, as the rank requires. The poles do not need a potential: for free electrons the first $l=0$ pole is at $\pi^2/2S^2$, or 19.185 eV.

\paragraph{Bands.} With 113 waves, band 1 is at $-4.0588$ eV ($-0.14916$ hartree) and band 2 at 5.035 eV. A separate diagonalization in 702 plane waves agrees with the lowest 16 APW roots to within 0.3 meV. Ten of these bands lie below the $l=1$ pole and six above it. Band 1 cannot lie above the $l=0$ pole: the hard-wall state, continued by zero, is an allowed trial function of energy $E_p$ at any $\mathbf k$. At 3 eV there is one root below and one $l=0$ pole below, so \eqref{eq:count} gives $n_-=0$.

From 18 to 113 waves, band 1 falls from $-4.0471$ to $-4.0588$ eV. The kink closes at the same time. The $l=0$ slope-to-value ratio of band 1 just outside the sphere goes from $-1.154$ to $-1.372$ \AA$^{-1}$, while the inner ratio $D_0$ ends at $-1.379$ \AA$^{-1}$.

Freezing all $D_l$ at their band-1 values makes \eqref{eq:M} linear in $E$ and keeps band 1. Band 2 then appears at 12.17 eV, which is 7.13 eV above its correct position. The energy dependence of the surface term is therefore essential in this model. Freezing $D_l$ is cruder than freezing the basis, because it also drops the overlap inside the sphere. One diagonalization with the basis fixed at the band-1 energy $E_1$, that is of $M(E_1)-(E-E_1)O(E_1)$, puts band 2 at 6.74 eV, which is still 1.7 eV too high. The numerical output follows the text.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant 3.000 angstrom; S 1.400 angstrom
well depth 30.000 eV; k/(2pi/a) [0.1 0.2 0.3]
cell volume 27.000 angstrom^3; l up to 22
sample element: trial energy 10.000 eV
|k_1|, |k_2| = 0.78365, 1.53906 1/angstrom
cos(theta_12) = -0.58191
l=0: D_l 2.32202 1/angstrom; surface part/Omega 2.53472 eV
l=1: D_l -1.07966 1/angstrom; surface part/Omega 0.92313 eV
l=2: D_l 0.63563 1/angstrom; surface part/Omega 0.00141 eV
interstitial part/Omega 1.97501 eV
whole surface part/Omega 3.47132 eV
M_12/Omega: formula 5.44633 eV, quadrature 5.44633 eV
overlap_12/Omega: -dM/dE 0.000749, quadrature 0.000749
l=0 pole: 1.8168 eV; finite differences 1.8168 eV
  residue of D_l 15.5839 eV/angstrom; determinant order 1.0001
  D_l 0.1 eV below, above: -154.889, 156.777 1/angstrom
l=1 pole: 25.9297 eV; finite differences 25.9297 eV
  residue of D_l 40.3514 eV/angstrom; determinant order 3.0003
  D_l 0.1 eV below, above: -402.854, 404.163 1/angstrom
l=1 pole order with two waves: 2.0001
free electron: root 2.3397 eV, l=0 pole 19.1852 eV
plane waves in reference: 702
18 APWs: band 1 -4.04709 eV, band 6 17.76493 eV
  band 1 l=0 slope/value: outside -1.15434, inside -1.38480 1/angstrom
44 APWs: band 1 -4.05820 eV, band 6 17.69444 eV
  band 1 l=0 slope/value: outside -1.32207, inside -1.37919 1/angstrom
113 APWs: band 1 -4.05879 eV, band 6 17.69093 eV
  band 1 l=0 slope/value: outside -1.37219, inside -1.37889 1/angstrom
band 1: APW -4.05879 eV, plane waves -4.05879 eV
band 2: APW 5.03482 eV, plane waves 5.03480 eV
band 3: APW 8.56453 eV, plane waves 8.56450 eV
band 4: APW 11.88349 eV, plane waves 11.88345 eV
band 5: APW 15.92300 eV, plane waves 15.92295 eV
band 6: APW 17.69093 eV, plane waves 17.69087 eV
largest difference over 16 bands: 0.268 meV
reference bands below l=0 pole: 1; below l=1 pole: 10 of 16
band 2 with D_l frozen at band 1: 12.1693 eV
band 1 in hartree: -0.149158
\end{verbatim}
